# Why plane waves give Pulay stress but no Pulay force

**Question**

I relax crystals with a plane-wave code. Plane waves are not attached to atoms, so there are no Pulay forces, and I concluded that there can be no Pulay stress either. But when I relax the cell until the pressure vanishes and then start a new calculation in the relaxed cell with the same cutoff, the pressure is no longer zero. The minimum of an energy-volume curve computed at that cutoff also lies at a larger volume than my relaxed cell. The forces on the atoms show nothing of the kind. Is the stress formula missing a term, and which volume should I believe?

**Answer**

The stress formula is a correct derivative, but of a different energy curve from the one you plotted. The first half of your argument holds: plane waves do not depend on the atomic positions. They do depend on the cell, and the conclusion about stress fails there.

I use Hartree atomic units and, to keep the algebra short, non-interacting electrons in a cubic cell of side \(a\) and volume \(V=a^3\). The basis functions are

\[
\chi_{\mathbf n}(\mathbf r)=\frac{1}{\sqrt V}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad
\mathbf G=\frac{2\pi}{a}\mathbf n,\qquad
\tfrac12|\mathbf k+\mathbf G|^2\le E_c ,
\]

where \(\mathbf n\) is a triple of integers and \(E_c\) is the cutoff. The wave vector \(\mathbf k\) is a fixed fraction of the reciprocal cell, so it also scales as \(1/a\).

**Moving an atom**

Let \(c\) be the coefficient vector of a doubly occupied orbital, with \(Hc=\varepsilon c\) and \(c^\dagger c=1\). Its energy is \(E=2c^\dagger Hc\). When an atomic coordinate \(R\) changes,

\[
\frac{dE}{dR}=2\left[\frac{dc^\dagger}{dR}Hc+c^\dagger H\frac{dc}{dR}+c^\dagger\frac{\partial H}{\partial R}c\right]
=2\varepsilon\,\frac{d(c^\dagger c)}{dR}+2c^\dagger\frac{\partial H}{\partial R}c .
\]

The first term on the right vanishes because the norm stays equal to one. The basis functions do not contain \(R\), so \(\partial H/\partial R\) comes from the potential alone, and the force is

\[
F=-2\,c^\dagger\frac{\partial H}{\partial R}\,c .
\]

Had the basis functions moved with the atom, the matrix elements would also have changed through the functions themselves. Those extra terms are the Pulay force, and here they are absent at any cutoff.

This makes the force consistent with the finite-basis energy, not converged. In a test cell with two potential wells, the analytic force on one well and the finite-difference force agree at \(-0.66928\) hartree/bohr, although the energy is still 0.0093 hartree above a high-cutoff reference. The reference force is \(-0.67162\) hartree/bohr.

**Changing the cell with a fixed list of waves**

Now keep the list of integers \(\mathbf n\) and change \(V\). The waves stretch with the cell but remain orthonormal, so the argument above applies with \(\ln V\) in place of \(R\):

\[
P_N V=-\left.\frac{dE}{d\ln V}\right|_{\text{list}}=-2\,c^\dagger\frac{\partial H}{\partial\ln V}\,c .
\]

The kinetic energies are proportional to \(a^{-2}=V^{-2/3}\), so each has the derivative \(-\tfrac23T\). For a Gaussian well \(-De^{-r^2/b^2}\) in every cell, the matrix element between two waves whose wave vectors differ by \(\mathbf G\) is

\[
W(\mathbf G)=-\frac{D\pi^{3/2}b^3}{V}\,e^{-b^2G^2/4}.
\]

The prefactor \(1/V\) contributes \(-1\) to \(d\ln W/d\ln V\). Since \(G^2\propto V^{-2/3}\), the exponent contributes \(-\tfrac{b^2}{4}\left(-\tfrac23G^2\right)=b^2G^2/6\). Hence

\[
\frac{\partial W}{\partial\ln V}=W\left(-1+\frac{b^2G^2}{6}\right).
\]

This is the analytic stress for the model. No term is missing from it, provided the list of waves is held fixed.

**What a fixed list does to the cutoff**

Suppose the list was chosen in a cell of volume \(V_0\) with cutoff \(E_0\). Every kinetic energy scales as \(V^{-2/3}\), so in a cell of volume \(V\) the same list fills a sphere with cutoff

\[
E_c(V)=E_0\left(\frac{V_0}{V}\right)^{2/3},\qquad \frac{d\ln E_c}{d\ln V}=-\frac23 .
\]

Expanding the cell therefore coarsens the basis, and compressing it refines the basis. An energy-volume curve at fixed cutoff instead adds waves as the cell grows.

Let \(E(V,E_c)\) be the energy per cell, averaged over a \(\mathbf k\) mesh dense enough to make it a smooth function. The chain rule gives

\[
\left.\frac{dE}{dV}\right|_{\text{list}}
=\left.\frac{\partial E}{\partial V}\right|_{E_c}
+\frac{\partial E}{\partial\ln E_c}\,\frac{d\ln E_c}{dV}
=\left.\frac{\partial E}{\partial V}\right|_{E_c}-\frac{2}{3V}\frac{\partial E}{\partial\ln E_c}.
\]

Changing the sign of both sides turns the derivatives into pressures:

\[
P_N=P_{E_c}+P_{\rm Pulay},\qquad
P_{\rm Pulay}=\frac{2}{3V}\frac{\partial E}{\partial\ln E_c}.
\]

Raising the cutoff enlarges the variational space, which cannot raise the energy. Hence \(P_{\rm Pulay}\le0\): relative to the fixed-cutoff curve, the analytic pressure is too low. A relaxation driven by it stops at too small a volume. The Pulay pressure vanishes when the energy no longer depends on the cutoff.

The smoothing matters. On a finite \(\mathbf k\) mesh, waves enter one shell at a time and the energy drops in small steps. Between two steps the list does not change, so a very small volume change at "fixed cutoff" reproduces \(P_N\). The difference sits in the steps, and it appears when the volumes are far enough apart for many waves to enter.

If the cell changes shape, keeping the phases \(\mathbf G\cdot\mathbf r\) fixed deforms the cutoff sphere into an ellipsoid. The resolution then depends on direction, and the Pulay stress is in general a tensor rather than a pressure.

**Is the fixed-cutoff curve closer to the truth?**

It has a basis error too. Write \(E(V,E_c)=E_\infty(V)+\Delta(V,E_c)\), where \(E_\infty\) is the complete-basis energy. Then

\[
P_{E_c}=P_\infty-\left.\frac{\partial\Delta}{\partial V}\right|_{E_c}.
\]

A constant error drops out. For well-localized orbitals \(\Delta\) should be nearly constant: the error comes from the short-wavelength part of each orbital, and a fixed \(E_c\) cuts that part off at the same wavelength in every cell. This is a plausibility argument, not a theorem for every solid, so it needs checking in each case.

**A worked example**

Take one well per cell with \(D=3.0\) hartree and \(b=1.4\) bohr, two electrons per cell in the lowest band, and \(a_0=6.0\) bohr, so \(V_0=216\) bohr³. The working cutoff is 6 hartree, with a \(10\times10\times10\) \(\mathbf k\) mesh. The reference cutoff is 16 hartree, with only a \(2\times2\times2\) mesh, which is not fully converged: a \(4\times4\times4\) mesh moves the reference energy to \(-1.77976\) hartree, the reference pressure quoted below from \(-0.28\) to \(-0.24\) GPa, and the reference lattice constant by less than 0.001 bohr. This is a model crystal without electron-electron interaction.

At \(a_0\) the energy is \(-1.76865\) hartree, against \(-1.77981\) hartree for the reference, an error of about 0.011 hartree per cell. Varying the cutoff in the unchanged cell gives \(\partial E/\partial\ln E_c=-0.0550\) hartree from a cubic fit over \(\pm0.2\) in \(\ln E_c\). A fifth-order fit gives \(-0.0537\) and a cubic fit over \(\pm0.1\) gives \(-0.0529\), so the Pulay pressure below is uncertain by about 0.2 GPa. With 1 hartree/bohr³ = 29421 GPa,

\[
P_{\rm Pulay}=\frac{2}{3}\times\frac{-0.0550}{216}\times29421\ \text{GPa}\approx-5.0\ \text{GPa}.
\]

The electronic pressures at \(a_0\) are:

- analytic stress: \(-5.22\) GPa, equal to the finite-difference derivative with a fixed list;
- slope of energies at fixed cutoff: \(-0.28\) GPa;
- high-cutoff reference: \(-0.28\) GPa.

The first two differ by \(-4.94\) GPa, within 1 to 3 percent of the \(-5.0\) GPa from the Pulay formula, depending on the order of the fit used for the slope. Subtracting the Pulay pressure from the analytic one gives \(-0.22\) GPa, which is 0.06 GPa from the reference. Here the fixed-cutoff slope removes nearly all of the 5 GPa error even though the energy itself is not converged. Differences below 0.1 to 0.2 GPa are not resolved. The slope comes from a quadratic fit over \(\pm0.15\) in \(\ln V\), and a cubic fit over the same range gives about \(-0.36\) GPa, while the reference on a denser \(\mathbf k\) mesh is \(-0.24\) GPa. The match to two decimals is therefore a coincidence, not precision.

To give the crystal an equilibrium volume, add a classical ion energy with \(r^{-12}\) repulsion and \(r^{-6}\) attraction. Lattice sums of these terms scale as \(V^{-4}\) and \(V^{-2}\), so with \(x=V_0/V\) and \(u=0.10\) hartree,

\[
U=u\,(x^4-2x^2),\qquad P_{\rm ion}V=-V\frac{dU}{dV}=x\frac{dU}{dx}=4u\,(x^4-x^2).
\]

With \(x=e^{\delta}\), expansion to second order gives \(P_{\rm ion}V=8u(\delta+3\delta^2)\). The linear term gives the ion bulk modulus at \(V_0\), \(B=8u/V_0=109\) GPa. The total pressure vanishes at these lattice constants:

- analytic stress, list frozen from \(a_0\): 5.923 bohr;
- analytic stress, basis rebuilt at 6 hartree in every cell: 5.915 bohr;
- minimum of energies at fixed cutoff: 5.995 bohr (5.993 to 5.996 bohr with other fit orders, ranges and meshes);
- high-cutoff reference: 5.995 bohr.

Relative to the reference, the two stress-based volumes are too small by 3.6 and 3.9 percent. The linear estimate is

\[
\frac{\Delta V}{V}\approx\frac{P_{\rm Pulay}}{B}=\frac{-5.0}{109}\approx-4.6\ \text{percent}.
\]

It overshoots mainly because the ions stiffen under compression. Balancing \(8u(\delta+3\delta^2)\) against \(-P_{\rm Pulay}V=-\tfrac23\,\partial E/\partial\ln E_c\), held at its value in the \(a_0\) cell and with the small remaining electronic pressure neglected, means solving \(\delta+3\delta^2=0.046\), which gives \(\delta\approx0.041\) and a volume reduction of about 4.0 percent.

**Why your pressure came back**

In the model the frozen-list relaxation shrank the cell, and the effective cutoff rose from 6 to \(6\,(6.0/5.923)^2\approx6.16\) hartree. A new calculation at 6 hartree discards the extra waves. In this model that makes the Pulay pressure more negative again, so the pressure is no longer zero and a further relaxation shrinks the cell more. Repeated restarts at the same cutoff lead towards 5.915 bohr, away from the reference. A restart thus reveals the problem when the cell has changed during the relaxation, but does not cure it: at 5.915 bohr a restart finds zero pressure while the Pulay error remains.

**Which volume to use**

Do not take the relaxed volume at face value while the pressure still changes with the cutoff. There are three remedies:

1. Raise the cutoff until the analytic pressure settles. In the model it is \(-5.22\), \(-1.52\) and \(-0.32\) GPa at 6, 8 and 12 hartree, against a reference of \(-0.24\) GPa on a converged \(\mathbf k\) mesh (\(-0.28\) GPa on the \(2\times2\times2\) mesh).
2. Compute \(\partial E/\partial\ln E_c\) in one fixed cell and subtract \(P_{\rm Pulay}\) from the analytic pressure. Use a dense \(\mathbf k\) mesh and fit a smooth curve through energies at well-separated cutoffs. If the cutoff changes so little that no wave enters, the computed derivative is zero.
3. Compute energies at fixed cutoff for well-separated volumes, with a dense \(\mathbf k\) mesh, and fit a smooth curve.

The second and third remedies remove the Pulay pressure but leave the term \(-\partial\Delta/\partial V\). Repeat the calculation at a higher cutoff. If the corrected pressure or the fitted volume changes by more than the fitting error, the basis error still matters for your crystal. Agreement suggests that it is small but does not prove it. The numerical check behind the figures above covers the model crystal, not your material.

## Numbers as computed

```
well depth 3.0 hartree, width 1.4 bohr
lattice constant a0 6.0 bohr, volume 216.0 bohr^3
ion energy depth 0.10 hartree
ion bulk modulus at a0 109.0 GPa
working cutoff 6.0 hartree, reference 16.0 hartree
k mesh 10 x 10 x 10
1 hartree/bohr^3 = 29421.0 GPa
FORCE TEST (second well, depth 2.0 hartree)
distance of second well 2.4 bohr
energy error at working cutoff 0.009253 hartree
analytic force, working cutoff -0.6692812 hartree/bohr
finite-difference force, same  -0.6692811 hartree/bohr
analytic force, reference      -0.6716180 hartree/bohr
PRESSURE TEST (electronic part, at a0)
mean number of waves 151.62, sphere law 151.63
mean waves at V/V0 = 0.8607: 130.34
mean waves at V/V0 = 1.1618: 176.32
electronic energy, working cutoff -1.768650 hartree
electronic energy, reference      -1.779811 hartree
dE/dln(Ec) -0.05502 hartree
analytic pressure             -5.216 GPa
fixed-list energy derivative  -5.216 GPa
fixed-cutoff energy slope     -0.280 GPa
analytic minus fixed-cutoff   -4.937 GPa
Pulay pressure from formula   -4.997 GPa
corrected analytic pressure   -0.220 GPa
reference pressure            -0.282 GPa
ANALYTIC PRESSURE AGAINST CUTOFF
cutoff 6.0 hartree: -5.2164 GPa, 151.6 waves
cutoff 8.0 hartree: -1.5158 GPa, 233.3 waves
cutoff 12.0 hartree: -0.3226 GPa, 428.7 waves
EQUILIBRIUM LATTICE CONSTANT
analytic stress, frozen wave list 5.9226 bohr
analytic stress, basis rebuilt    5.9150 bohr
energies at fixed cutoff          5.9948 bohr
high-cutoff reference             5.9948 bohr
estimate from P_Pulay/B           5.9083 bohr
volume error, frozen list -3.57 percent
volume error, rebuilt     -3.94 percent
effective cutoff, frozen list 6.158 hartree
```
